# Why an isotropic surface barrier removes the low-energy sputtering peak: a program that tests the result

```python
"""Sputtered-atom energy spectra behind two kinds of surface barrier.
Result under test: an internal flux cos(theta')/E'^2 becomes
  planar barrier:    E cos(theta)/(E+U)^3, peak at E = U/2
  isotropic barrier: cos(theta)/(E+U)^2, monotonic
E' = energy inside, E = energy outside, U = binding energy (all eV),
theta = angle from the surface normal. The difference is the escape
probability E/(E+U) of the planar barrier.
"""
import numpy as np
import sympy as sp
from scipy import constants as const

rng = np.random.default_rng(12345)

# Rough typical values for ion-beam sputtering of beryllium by argon
U = 3.4
ION_ENERGY = 1000.0
MASS_BE, MASS_AR = 9.012, 39.95
E0 = ION_ENERGY * 4 * MASS_BE * MASS_AR / (MASS_BE + MASS_AR) ** 2
print(f"binding energy U = {U:.2f} eV; argon ion energy = {ION_ENERGY:.0f} eV")
print(f"masses: Be {MASS_BE:.3f} u, Ar {MASS_AR:.2f} u")
print(f"largest Be recoil energy E0 = {E0:.1f} eV")

# Angle-resolved planar law from the refraction map and its Jacobian
e, u, mu = sp.symbols("e u mu", positive=True)
e_in = e + u
mu_in = sp.sqrt((e * mu**2 + u) / (e + u))
jac = sp.Matrix([e_in, mu_in]).jacobian([e, mu]).det()
assert sp.simplify(mu_in / e_in**2 * jac - e * mu / (e + u) ** 3) == 0


def cascade(number, start, cutoff):
    """Equal-mass hard-sphere cascades: energy, direction cosine, generation."""
    energy, cosine = np.full(number, start), np.ones(number)
    saved, generation = [], 0
    while energy.size:
        saved.append((energy, cosine, np.full(energy.size, generation)))
        share = rng.random(energy.size)
        side = np.cos(2 * np.pi * rng.random(energy.size))
        sine = np.sqrt(np.maximum(0, 1 - cosine**2))
        first = cosine * np.sqrt(share) + sine * np.sqrt(1 - share) * side
        second = cosine * np.sqrt(1 - share) - sine * np.sqrt(share) * side
        new_energy = np.concatenate([energy * share, energy * (1 - share)])
        new_cosine = np.clip(np.concatenate([first, second]), -1, 1)
        keep = new_energy > cutoff
        energy, cosine = new_energy[keep], new_cosine[keep]
        generation += 1
    return [np.concatenate(part) for part in zip(*saved)]


N_CASCADES = 4000
inside, direction, generation = cascade(N_CASCADES, E0, U)
flights = inside.size / N_CASCADES
flights_formula = 2 * E0 / U - 1
assert abs(flights / flights_formula - 1) < 0.01
print(f"flights above U per cascade: simulated {flights:.1f}, "
      f"formula {flights_formula:.1f}")
slow = inside < 10
memory = direction[slow].mean()
memory_formula = np.sqrt(inside[slow] / E0).mean()
assert abs(memory - memory_formula) < 0.005
print(f"atoms inside with {U:.1f} to 10 eV: mean number of earlier collisions "
      f"= {generation[slow].mean():.1f}")
print(f"  mean cosine to primary recoil: simulated {memory:.3f}, "
      f"formula {memory_formula:.3f}")

# The same arrivals meet both barriers; isotropic flux has uniform cos^2
cos2 = rng.random(inside.size)
outside = inside - U
planar = outside[inside * cos2 > U]
edges = np.array([0, 1, 2, 4, 8, 16, 32.0])
iso_count = np.histogram(outside, edges)[0] / inside.size
pla_count = np.histogram(planar, edges)[0] / inside.size
norm = 2 * E0 / flights_formula
iso_law = norm * np.diff(edges / (U * (edges + U)))
pla_law = norm * np.diff(edges**2 / (2 * U * (edges + U) ** 2))
assert np.allclose(iso_count, iso_law, rtol=0.03)
assert np.allclose(pla_count, pla_law, rtol=0.03)
print("share of all arrivals above U that leave in each energy bin, percent:")
print("  bin (eV): isotropic simulated, formula; planar simulated, formula")
for i in range(len(edges) - 1):
    print(f"  {edges[i]:.0f}-{edges[i+1]:.0f}: {100*iso_count[i]:.2f}, "
          f"{100*iso_law[i]:.2f}; {100*pla_count[i]:.2f}, {100*pla_law[i]:.2f}")
escaped = planar.size / inside.size
assert abs(escaped - 0.5) < 0.01
print(f"planar barrier: escaping share of arrivals above U = {escaped:.3f}")
for name, sample, law in (("planar", planar, U / (np.sqrt(2) - 1)),
                          ("isotropic", outside, U)):
    median = np.median(sample)
    assert abs(median / law - 1) < 0.03
    print(f"median energy, {name}: simulated {median:.2f} eV, "
          f"formula without cutoff {law:.2f} eV")


def trajectories(energy_out, height, number=20000):
    """Newtonian escape through a smooth step of unit height and unit mass.
    The step surface is z = height*cos(pi x)*cos(pi y)."""
    width, dt, far = 0.15, 0.01, 1.2
    speed = np.sqrt(2 * (1 + energy_out))
    c2, phi = rng.random(number), 2 * np.pi * rng.random(number)
    pos = np.array([2 * rng.random(number), 2 * rng.random(number),
                    np.full(number, -far)])
    vel = speed * np.array([np.sqrt(1 - c2) * np.cos(phi),
                            np.sqrt(1 - c2) * np.sin(phi), np.sqrt(c2)])
    final = []
    for _ in range(400):
        for _ in range(50):
            pos += vel * dt / 2
            x, y = np.pi * pos[0], np.pi * pos[1]
            cx, cy = np.cos(x), np.cos(y)
            s = (pos[2] - height * cx * cy) / width
            slope = (1 - np.tanh(s) ** 2) / (2 * width)
            if height:
                vel[0] -= dt * slope * height * np.pi * np.sin(x) * cy
                vel[1] -= dt * slope * height * np.pi * cx * np.sin(y)
            vel[2] -= dt * slope
            pos += vel * dt / 2
        out = (pos[2] > far) & (vel[2] > 0)
        back = (pos[2] < -far) & (vel[2] < 0)
        final.append(vel[:, out])
        stay = ~(out | back)
        pos, vel = pos[:, stay], vel[:, stay]
        if pos.shape[1] == 0:
            break
    final = np.concatenate(final, axis=1)
    kinetic = 0.5 * (final**2).sum(axis=0)
    assert np.max(np.abs(kinetic - energy_out)) < 0.01
    assert pos.shape[1] < 0.005 * number
    mean_cos2 = np.mean(final[2] ** 2 / (2 * kinetic))
    return final.shape[1] / number, pos.shape[1] / number, mean_cos2


print("Newtonian escape probability at fixed outside energy E:")
for ratio in (0.5, 0.1):
    bound = ratio / (1 + ratio)
    sigma = np.sqrt(bound * (1 - bound) / 20000)
    flat, _, flat_cos2 = trajectories(ratio, 0.0)
    rough, unfinished, _ = trajectories(ratio, 0.3)
    assert abs(flat - bound) < 4 * sigma + 0.001
    assert abs(flat_cos2 - 0.5) < 0.03
    assert rough + unfinished < bound + 4 * sigma + 0.001
    print(f"  E = {ratio:.1f} U: flat {flat:.4f}, corrugated {rough:.4f}, "
          f"E/(E+U) {bound:.4f}")
    print(f"    flat barrier, mean cos^2 outside = {flat_cos2:.3f} "
          "(cosine law: 0.5)")

# Peak positions found by scanning, and corrections to the ideal model
E = np.linspace(0, 20, 20001)
g = E + U


def peak(spectrum):
    return E[np.argmax(spectrum)]


b = np.sqrt(g / E0)
cut = 1 - np.sqrt(g / E0)
spread = U * np.linspace(0.7, 1.3, 61)
cases = {
    "ideal model": (E / g**3, g**-2),
    "upper cutoff factor 1-sqrt(E'/E0)": (cut * E / g**3, cut * g**-2),
    "softer collisions, E'^-1.6": (E / g**2.6, g**-1.6),
    "inward drift of cascade": (
        g**-2 * (1 - U / g - 2 * b * (1 - (U / g) ** 1.5)),
        g**-2 * (1 - 2 * b)),
    "binding spread +-30 percent": (
        np.mean([E / (E + w) ** 3 for w in spread], axis=0),
        np.mean([(E + w) ** -2.0 for w in spread], axis=0)),
}
print("planar peak energy (isotropic spectrum monotonic in every case):")
for name, (planar_spec, iso_spec) in cases.items():
    assert np.all(np.diff(iso_spec) < 0)
    assert 0 < peak(planar_spec) < 0.9 * U
    print(f"  {name}: {peak(planar_spec):.2f} eV")
assert abs(peak(cases["ideal model"][0]) - U / 2) < 0.002

speed_peak = peak(np.sqrt(E) / g**2)
density_peak = peak(np.sqrt(E) / g**3)
assert abs(speed_peak - U / 3) < 0.002 and abs(density_peak - U / 5) < 0.002
print(f"isotropic flux per unit speed peaks at E = {speed_peak:.2f} eV")
print(f"planar number density per unit energy peaks at {density_peak:.2f} eV")

print("mixed barrier, isotropic share q: peak energy")
for q in (0.1, 0.2, 0.3, 0.35):
    mixed = (1 - q) * E / g**3 + q * g**-2
    assert abs(peak(mixed) - max(0, U * (1 - 3 * q) / 2)) < 0.002
    print(f"  q = {q:.2f}: {peak(mixed):.2f} eV")

# Remaining neglected effects, with rough process values
TARGET_T, GAS_T, CROSS_SECTION, WIDTH, PATH = 400.0, 300.0, 3e-19, 1e-10, 0.10
thermal = const.k * TARGET_T / const.e
mass = MASS_BE * const.atomic_mass
quantum = const.hbar**2 / (2 * mass * WIDTH**2) / const.e
assert thermal < 0.05 * U / 2 and quantum < 0.001 * U / 2
print(f"thermal energy kT at {TARGET_T:.0f} K = {thermal:.3f} eV")
print(f"quantum-reflection energy scale, barrier width {WIDTH*1e9:.1f} nm = "
      f"{quantum:.1e} eV")
print(f"gas at {GAS_T:.0f} K, rough cross-section {CROSS_SECTION*1e18:.1f} nm2, "
      f"path {PATH*100:.0f} cm:")
for label, millitorr in (("ion-beam source", 0.2), ("magnetron", 3.0)):
    pressure = millitorr * 1e-3 * const.torr
    free_path = const.k * GAS_T / (pressure * CROSS_SECTION)
    hit = 1 - np.exp(-PATH / free_path)
    print(f"  {label}, {millitorr:.1f} mTorr: mean free path "
          f"{free_path*100:.1f} cm, scattered share {100*hit:.0f} percent")

print("tests ok")
```

Running it gives:

```
binding energy U = 3.40 eV; argon ion energy = 1000 eV
masses: Be 9.012 u, Ar 39.95 u
largest Be recoil energy E0 = 600.7 eV
flights above U per cascade: simulated 352.5, formula 352.4
atoms inside with 3.4 to 10 eV: mean number of earlier collisions = 10.5
  mean cosine to primary recoil: simulated 0.095, formula 0.095
share of all arrivals above U that leave in each energy bin, percent:
  bin (eV): isotropic simulated, formula; planar simulated, formula
  0-1: 22.80, 22.79; 2.60, 2.59
  1-2: 14.33, 14.35; 4.30, 4.29
  2-4: 17.06, 17.07; 7.75, 7.77
  4-8: 16.17, 16.17; 10.03, 10.04
  8-16: 12.30, 12.33; 9.37, 9.41
  16-32: 7.99, 7.94; 6.91, 6.87
planar barrier: escaping share of arrivals above U = 0.498
median energy, planar: simulated 8.13 eV, formula without cutoff 8.21 eV
median energy, isotropic: simulated 3.38 eV, formula without cutoff 3.40 eV
Newtonian escape probability at fixed outside energy E:
  E = 0.5 U: flat 0.3313, corrugated 0.3296, E/(E+U) 0.3333
    flat barrier, mean cos^2 outside = 0.502 (cosine law: 0.5)
  E = 0.1 U: flat 0.0909, corrugated 0.0901, E/(E+U) 0.0909
    flat barrier, mean cos^2 outside = 0.495 (cosine law: 0.5)
planar peak energy (isotropic spectrum monotonic in every case):
  ideal model: 1.70 eV
  upper cutoff factor 1-sqrt(E'/E0): 1.66 eV
  softer collisions, E'^-1.6: 2.12 eV
  inward drift of cascade: 1.62 eV
  binding spread +-30 percent: 1.56 eV
isotropic flux per unit speed peaks at E = 1.13 eV
planar number density per unit energy peaks at 0.68 eV
mixed barrier, isotropic share q: peak energy
  q = 0.10: 1.19 eV
  q = 0.20: 0.68 eV
  q = 0.30: 0.17 eV
  q = 0.35: 0.00 eV
thermal energy kT at 400 K = 0.034 eV
quantum-reflection energy scale, barrier width 0.1 nm = 2.3e-04 eV
gas at 300 K, rough cross-section 0.3 nm2, path 10 cm:
  ion-beam source, 0.2 mTorr: mean free path 51.8 cm, scattered share 18 percent
  magnetron, 3.0 mTorr: mean free path 3.5 cm, scattered share 94 percent
tests ok
```
